# Which Modulus Drives Long Surface Ripples on a Stressed Bonded Film

To calculate the critical wavelength of the Asaro–Tiller–Grinfeld instability one must choose a modulus. For a 6 nm strained-silicon film on thick silica, worked out below, the substrate modulus gives 536 nm and the film modulus gives 1020 nm. The full layered calculation gives 607 nm. Long ripples are governed by the substrate, although the stress is in the film and the film carries the free surface. "Long" has to be defined with care, because a ripple much longer than the film thickness may still fail to qualify when the two moduli are very different.

## The system and the statement

A film of mean thickness $h$ lies on a half-space $y<0$, bonded along the flat plane $y=0$. In the flat state the film has equal in-plane stresses $\sigma_{xx}=\sigma_{zz}=\sigma_0$ and $\sigma_{yy}=0$, and the substrate is unstressed. The surface is then rippled:

$$y=h+\eta(x),\qquad \eta=a\cos kx,\qquad ka\ll1,\quad a\ll h .$$

Both materials are isotropic and linearly elastic, strains are small, and nothing varies along $z$, so the added strain has $\delta\varepsilon_{zz}=0$. The surface energy $\gamma$ is constant. Subscripts $f$ and $s$ mark film and substrate, and the plane-strain modulus is $E'=E/(1-\nu^2)$.

The claim concerns the surface chemical potential per unit volume, whose ripple has the amplitude

$$\mu_1=\left[\gamma k^2-\sigma_0^2\,k\,C\right]a,\qquad C\equiv\frac{2}{E_{\rm eff}} . \tag{1}$$

At fixed moduli, $E_{\rm eff}\to E'_s$ as $kh\to0$. The comparison is made at given stress. If the misfit strain $\varepsilon$ is given instead, the film's elasticity still enters through $\sigma_0=E_f\varepsilon/(1-\nu_f)$.

## First derivation: the strain at the rippled surface

**The driving force.** Add a thin layer $\delta\eta$ that continues the strain of the surface beneath it. This costs elastic energy $w\,\delta\eta$ per area, where $w$ is the energy density at the surface. The relaxation that follows changes the energy only at second order in $\delta\eta$, because the body was in equilibrium. The surface energy $\gamma\int(1+\eta'^2/2)\,dx$ contributes $-\gamma\eta''=\gamma k^2\eta$. The ripple changes $w$ by

$$\delta w=\sigma_{ij}\,\delta\varepsilon_{ij}=\sigma_0\,\delta\varepsilon_{xx},$$

since $\delta\varepsilon_{zz}=0$ and the other stresses of the flat state vanish. What remains is to find $\delta\varepsilon_{xx}$ at the surface.

**The load.** The outward normal is $(-\eta',1)$ to first order. Zero traction requires

$$-\sigma_{xx}\eta'+\sigma_{xy}=0,\qquad -\sigma_{xy}\eta'+\sigma_{yy}=0 .$$

Since $\sigma_{xy}$ is itself of first order, these give $\sigma_{xy}=\sigma_0\eta'$ and $\sigma_{yy}=0$. The ripple therefore acts on the mean plane $y=h$ as a tangential load $T_h\sin kx$ with $T_h=-\sigma_0ka$.

**The field equations.** Write the added fields as

$$u_x=U\sin kx,\quad u_y=V\cos kx,\quad \sigma_{xy}=T\sin kx,\quad \sigma_{yy}=N\cos kx,$$

and let $D=d/d(ky)$. With Lamé constants $\lambda,\mu$ and $r=\lambda/(\lambda+2\mu)=\nu/(1-\nu)$, Hooke's law for $\sigma_{xy}$ and $\sigma_{yy}$ reads

$$T=\mu\,[D(kU)-kV],\qquad N=(\lambda+2\mu)D(kV)+\lambda kU .$$

Eliminating $D(kV)$ from $\sigma_{xx}$ gives its amplitude

$$(\lambda+2\mu)kU+\lambda D(kV)=(\lambda+2\mu)(1-r^2)\,kU+rN=E'kU+rN .$$

The last step uses $(\lambda+2\mu)(1-r^2)=2\mu/(1-\nu)=E'$. Equilibrium along $x$ and $y$ supplies the other two equations. Together,

$$\begin{aligned}
D(kU)&=kV+T/\mu, & D(kV)&=-r\,kU+N/(\lambda+2\mu),\\
DT&=E'kU+rN, & DN&=-T .
\end{aligned}\tag{2}$$

**The half-space.** Express everything through $N$:

$$T=-DN,\quad kU=-\frac{D^2N+rN}{E'},\quad kV=-\frac{D^3N+rDN}{E'}+\frac{DN}{\mu}.$$

Inserting these in the equation for $D(kV)$ and multiplying by $-E'$ gives

$$D^4N+\left(2r-\frac{E'}{\mu}\right)D^2N+\left(r^2+\frac{E'}{\lambda+2\mu}\right)N=0 .$$

Because $E'/\mu=2/(1-\nu)=2(1+r)$ and $E'/(\lambda+2\mu)=1-r^2$, this is $(D^2-1)^2N=0$. The solutions that decay downwards are $N=(A+Bky)e^{ky}$. At $y=0$,

$$N_0=A,\quad T_0=-(A+B),\quad D^2N=A+2B=-2T_0-N_0,\quad D^3N=A+3B=-3T_0-2N_0 .$$

Substitution, with $1/\mu=2(1+r)/E'$ in the expression for $kV$, yields

$$kU_0=\frac{2}{E'_s}T_0+\beta_sN_0,\qquad kV_0=\beta_sT_0+\frac{2}{E'_s}N_0, \tag{3}$$

where $\beta_s=(1-r_s)/E'_s=(1+\nu_s)(1-2\nu_s)/E_s$.

**Crossing the film.** Displacement and traction are continuous at the bond. By (2), crossing a film of small $kh$ changes each of them by an amount proportional to $kh$. In the limit $T_0=T_h$, $N_0=0$ and $U_h=U_0$, so

$$kU_h=\frac{2}{E'_s}T_h=-\frac{2\sigma_0ka}{E'_s}.$$

Here $kU_h$ is the amplitude of $\delta\varepsilon_{xx}$. Multiplying by $\sigma_0$ gives $\delta w=-(2\sigma_0^2k/E'_s)\,\eta$, which is (1) with $E_{\rm eff}=E'_s$. Crests are relaxed and troughs are loaded, whatever the sign of $\sigma_0$.

**The first correction.** To first order in $kh$, equations (2) in the film, with $N_h=0$, give

$$N_0=kh\,T_h,\qquad T_0=T_h-kh\,E'_f\,kU_0,\qquad kU_h=kU_0+kh\left(kV_0+\frac{T_h}{\mu_f}\right).$$

The term $r_fN$ in $DT$ is of second order and drops out. In the corrections one may use $kU_0=2T_h/E'_s$ and $kV_0=\beta_sT_h$. Then (3) gives

$$kU_0=T_h\left[\frac{2}{E'_s}-\frac{4kh\,E'_f}{E_s'^2}+kh\,\beta_s\right],$$

and, with $C=kU_h/T_h$,

$$C=\frac{2}{E'_s}+kh\left[-\frac{4E'_f}{E_s'^2}+2\beta_s+\frac1{\mu_f}\right]+O\big((kh)^2\big). \tag{4}$$

For equal materials the bracket is $[-4+2(1-r)+2(1+r)]/E'=0$, as it must be, since a bond inside a uniform body has no effect.

Inverting (4), with $E'_s\beta_s=1-r_s$ and $2\mu_f=(1-\nu_f)E'_f$,

$$\frac{E_{\rm eff}}{E'_s}\simeq1+kh\left[\frac{2E'_f}{E'_s}-\frac{1-2\nu_s}{1-\nu_s}-\frac{E'_s}{(1-\nu_f)E'_f}\right]. \tag{5}$$

The substrate rule therefore holds when three quantities are small (for equal materials it holds at any $kh$):

$$kh\ll1,\qquad kh\,\frac{E'_f}{E'_s}\ll1,\qquad kh\,\frac{E'_s}{E'_f}\ll1 .$$

On a very compliant substrate the second condition is the severe one, because the film then resists stretching. For a very soft film the third is severe, because the film shears between its surface and the bond.

**The opposite limit.** For $kh\gg1$ the fields decay before they reach the bond. Equation (3) then applies at the top surface with film constants and $N=0$, so $E_{\rm eff}\to E'_f$.

## Second derivation: minimum energy of a loaded membrane

This route needs neither the surface strain nor the traction condition on the ripple. It starts from the film's volume. Where a film under tension is thicker, more stressed material gains from contracting, and the substrate opposes the contraction. Under compression the film expands there instead.

**Film energy.** Let the thin film move with its bond, with displacement $u=U\sin kx$ uniform through the thickness and $\sigma_{yy}=0$. Under plane strain the added stress is $E'_fu'$, so the energy per area is

$$(h+\eta)\left[w_0+\sigma_0u'+\tfrac12E'_fu'^2\right],$$

where $w_0$ is the energy density of the flat film. Average over a wavelength, using $u'=kU\cos kx$. The term $w_0\eta$ averages to zero because the ripple conserves volume, and $h\sigma_0u'$ also averages to zero. The product $\eta u'^2$ is of third order. What remains is

$$\tfrac12\sigma_0a\,kU+\tfrac14E'_fh\,k^2U^2 .$$

**Substrate energy.** Under a tangential load alone, an Airy function solves the half-space:

$$\phi=By\,e^{ky}\cos kx .$$

It is biharmonic, being $y$ times a harmonic function. The stresses are

$$\begin{aligned}
\sigma_{yy}&=\phi_{xx}=-k^2By\,e^{ky}\cos kx,\\
\sigma_{xy}&=-\phi_{xy}=kB(1+ky)e^{ky}\sin kx,\\
\sigma_{xx}&=\phi_{yy}=kB(2+ky)e^{ky}\cos kx .
\end{aligned}$$

At $y=0$ the normal traction vanishes, the shear amplitude is $T=kB$, and $\sigma_{xx}$ has amplitude $2T$. With $\sigma_{yy}=0$ there, $kU=2T/E'_s$. The stored energy is half the work of the load, averaged over $x$:

$$\tfrac12\cdot\tfrac12TU=\tfrac18E'_s\,kU^2 .$$

**Minimization.** The elastic energy per area, relative to the flat film, is

$$W=\tfrac12\sigma_0a\,kU+\tfrac14E'_fh\,k^2U^2+\tfrac18E'_s\,kU^2 .$$

Setting $dW/dU=0$ gives $\tfrac12\sigma_0ak+\tfrac14kU\,(E'_s+2khE'_f)=0$, so

$$U=-\frac{2\sigma_0a}{E'_s+2khE'_f} .$$

At the minimum of a linear plus a quadratic term, the energy is half the linear term:

$$W_{\min}=\tfrac14\sigma_0a\,kU=-\frac{\sigma_0^2ka^2}{2E_{\rm eff}},\qquad E_{\rm eff}=E'_s+2kh\,E'_f . \tag{6}$$

The surface energy adds $\tfrac14\gamma k^2a^2$. For a potential $\mu_1\cos kx$ and a change $da\cos kx$ of the profile, the averaged energy changes by $\tfrac12\mu_1da$. Hence

$$\mu_1=2\frac{d}{da}\left(\tfrac14\gamma k^2a^2-\frac{\sigma_0^2ka^2}{2E_{\rm eff}}\right)=\left(\gamma k^2-\frac{2\sigma_0^2k}{E_{\rm eff}}\right)a ,$$

which is (1). When $khE'_f/E'_s\to0$ the substrate modulus alone remains in (6). For a very soft film this limit is not sufficient, because (6) leaves out the film's shear.

## What each derivation assumes

Both derivations assume a coherent bond, linear elasticity, a small ripple, constant $\gamma$, and no direct interaction between surface and substrate. Both omit the geometric effect of prestress, which can wrinkle a compressed film on a soft substrate.

The first treats the film as an elastic layer. Equations (2), solved across the whole film, hold for any $kh$, and only the expansion (4) is restricted. The second assumes in addition that the film is thin and does not shear or bend appreciably. In return, its closed formula remains valid when $khE'_f/E'_s$ is of order one, where (4) fails. Its linear term in $kh$ contains the film's stretching stiffness but lacks the other two terms of (5). It is therefore a leading-order formula for stiff films, not a general first correction. It also needs $(kh)^3E'_f/E'_s\ll1$, because the load acts on the film's top face and bends a very stiff film on a soft substrate. At $kh=0.1$ and a modulus ratio of $10^4$, with both Poisson ratios 0.3, (6) gives $E_{\rm eff}/E'_s=2001$, while the layered value is 712.

The crossover formula was tested against the layered solution with $khE'_f/E'_s=1$ held fixed. Its relative error in $C$ was $5.3\times10^{-3}$ at $kh=0.01$ and $5.0\times10^{-4}$ at $kh=0.001$, falling in proportion to $kh$.

The layered solution was itself tested against finite elements for a prestressed film with an actually rippled surface, at $kh=0.3$ and $a=0.02h$. For a Young's modulus ratio $E_f/E_s=5$, with $\nu_f=0.3$ and $\nu_s=0.2$, the layered value of $CE'_s$ was 0.6439. The finite elements gave 0.6438 from the total energy and 0.6439 from the surface displacement. For a ratio of 0.2 the three values were 5.5142, 5.5137 and 5.5143. The two finite-element values are not independent of each other: the elastic energy released is half the work of the prestress load, and the divergence theorem turns that work into an average of the surface displacement. The test lies in their agreement with the layered value.

The effect of contrast appears in $E_{\rm eff}/E'_s$, here with both Poisson ratios 0.3:

| $E'_f/E'_s$ | $kh=0.01$ | $kh=0.1$ | $kh=1$ |
|---|---:|---:|---:|
| 0.1 | 0.872 | 0.412 | 0.122 |
| 1 | 1.000 | 1.000 | 1.000 |
| 10 | 1.192 | 2.813 | 6.614 |

At $kh=0.1$ the wavelength is about 63 film thicknesses, yet a tenfold contrast in either direction spoils the substrate rule. For the stiff film, (6) predicts $1+2(0.1)(10)=3$, close to 2.813.

## Critical and fastest wavelengths

The ripple is neutral when $\mu_1=0$, that is, when $\gamma k_c=\sigma_0^2C(k_ch)$. Longer ripples lower the total energy. In the substrate limit,

$$k_c=\frac{2\sigma_0^2}{\gamma E'_s},\qquad \lambda_c=\frac{2\pi}{k_c}=\frac{\pi\gamma E'_s}{\sigma_0^2}. \tag{7}$$

If atoms move by surface diffusion, the flux is proportional to $-\partial\mu/\partial x$, and conservation of volume gives $\dot a=-Mk^2\mu_1$ with a mobility factor $M$. With $B=M\gamma$ and constant $C$, the growth rate is $Bk^3(k_c-k)$. Its derivative vanishes when $3k_c=4k$, so the fastest ripple has $k=3k_c/4$.

## Strained silicon on silica

The inputs are rough typical values: $E_f=130$ GPa and $\nu_f=0.28$ for silicon, $E_s=72$ GPa and $\nu_s=0.17$ for silica, $\gamma=1.2$ J/m², $h=6$ nm, and a tensile strain of 0.4 % at the temperature of the anneal. They give

$$\sigma_0=\frac{130}{0.72}\times0.004=0.722\ \text{GPa},\qquad E'_f=141.1\ \text{GPa},\qquad E'_s=74.1\ \text{GPa}.$$

Since 1 J/m² equals 1 GPa nm, (7) gives

$$\lambda_c=\frac{\pi\times1.2\times74.1}{0.722^2}\simeq536\ \text{nm}.$$

The layered solution gives 607 nm. The substrate estimate is 11.7 % below it, and the film-modulus estimate of 1020 nm is 68.1 % above it. At the layered critical point $kh=0.0622$ and $khE'_f/E'_s=0.118$, so the long-wave condition is met moderately well. There $E_{\rm eff}=83.9$ GPa. The first correction (4) gives 86.4 GPa, and the membrane formula gives $74.1(1+2\times0.1183)\simeq92$ GPa, which is higher because it omits the two softening terms of (5). The fastest ripple is 810 nm long, with $k/k_c=0.749$.

A finite-element energy test gave a total energy change, divided by the ripple's increase in surface energy, of $-0.034$ at $0.97k_c$ and $+0.032$ at $1.03k_c$. Refining the mesh from 12 to 24 elements per wavelength, and doubling the number of layers in depth, moved $C$ by 0.06 %.

These numbers lie in the regime of strained silicon on insulator, but 0.4 % is a low strain for such films. Doubling it would reduce the estimate (7) to 134 nm. At that wavelength $kh\simeq0.28$ and $khE'_f/E'_s\simeq0.54$, so the substrate estimate is poor. The layered solution gives 183 nm. Real structures also depart from the model in other ways. Each change below is made alone, relative to 607 nm:

- When the surface energy depends on the surface angle $\theta$, the stiffness $\gamma+d^2\gamma/d\theta^2$ replaces $\gamma$ in the ripple's surface term. Doubling it gives 1149 nm, the largest shift in this list at fixed strain. Below its roughening temperature a silicon facet has no smooth linear response, and this theory does not apply to it. The (001) face, to which the elastic constants used here correspond, is such a facet at moderate anneal temperatures, so the wavelengths above illustrate the choice of modulus and are not a prediction for a faceted film.
- Halving the oxide's shear modulus, as a stand-in for partial viscous flow, gives 457 nm.
- Rough hot moduli (silicon 6 % softer, silica 10 % stiffer, strain fixed) give 720 nm. The strain stays nearly fixed on heating if the oxide is a thin layer on a silicon wafer. Bulk silica expands much less than silicon, so if the 0.4 % were the strain at room temperature, heating by 600 K would remove about 0.19 % and raise the critical wavelength to about 2000 nm with the room-temperature moduli, or about 2450 nm with the hot ones. The value is sensitive to the expansion data: removing 0.20 % instead gives about 2200 nm with the room-temperature moduli.
- A van der Waals attraction with a Hamaker constant of 0.6 eV gives 563 nm.
- An oxide 145 nm thick on a silicon wafer gives 634 nm. At 1000 nm thickness the shift is below 0.1 %.
- Cubic elasticity of a (001) film, at the same film stress, gives 615 nm for a ripple varying along $\langle100\rangle$ and 636 nm for one varying along $\langle110\rangle$.

A surface stress of 1 N/m would add a normal load of 1.4 % of the tangential one, and the geometric prestress measure $\sigma_0kh/E'_s$ is $6\times10^{-4}$.

Kinetics set a stricter limit. Surface diffusion acts over a distance $h$ in a time of order $h^4/B$, which estimates how fast an existing pinhole or steep groove develops. The growth time of the fastest ripple is about $6\times10^5\,h^4/B$. Shallow grooves are much slower than steep ones: with a small slope $m$ at its root, a groove has the depth $0.78\,m(Bt)^{1/4}$ after a time $t$, so for $m=0.1$ it needs about $3\times10^4\,h^4/B$ to reach the depth $h$. Within this estimate, a film must be free of growing pinholes and of grooves with root slopes above roughly 0.03 to 0.05 for the long ripple to develop first. A groove with $m<0.047$ reaches the depth $h$ later than one growth time of the ripple, and one with $m<0.033$ later than four growth times. A pinhole with a radius well below $h$ tends to close instead, because closing it lowers the surface energy. At given stress, the choice of modulus settles the elastic driving force, but not which process wins during an anneal. The remaining values are in the numerical output.

## Computed results

```
Finite-element check at kh = 0.3 (C times E'_sub):
 E_film/E_sub=0.2: layered 5.5142, energy 5.5137, surface 5.5143
 E_film/E_sub=5.0: layered 0.6439, energy 0.6438, surface 0.6439
Membrane formula error: 5.28e-03 at kh=0.01, 5.03e-04 at kh=0.001
E_eff/E'_sub (both Poisson ratios 0.3) at kh = 0.01, 0.1, 1, 5:
 E'_film/E'_sub= 0.1: 0.872, 0.412, 0.122, 0.100
 E'_film/E'_sub= 1.0: 1.000, 1.000, 1.000, 1.000
 E'_film/E'_sub=10.0: 1.192, 2.813, 6.614, 9.972
Input: silicon E=130 GPa, nu=0.28; silica E=72 GPa, nu=0.17
Input: h=6 nm, strain=0.4 %, surface energy=1.2 J/m^2
Film stress sigma0 = 0.722 GPa
Plane-strain moduli: film 141.1 GPa, substrate 74.1 GPa
Critical wavelength, layered solution: 607 nm
Critical wavelength, substrate modulus: 536 nm (-11.7 %)
Critical wavelength, film modulus: 1020 nm (+68.1 %)
At critical: k=0.01036 1/nm, kh=0.0622, kh*E'f/E's=0.1183
E_eff at critical: 83.9 GPa; with first correction only: 86.4 GPa
Fastest wavelength (surface diffusion): 810 nm, k/k_c=0.749
(elastic+surface)/surface energy: -0.0342 at 0.97 k_c, +0.0323 at 1.03 k_c
Mesh test, E_eff: coarse 83.973, fine 83.923 GPa, shift -0.060 % in C
Critical wavelength with neglected effects (rough inputs):
 cubic silicon film, c=165.7, 63.9, 79.6 GPa: 615 nm (+1.4 %)
 oxide 1000 nm thick on silicon: 607 nm (+0.0 %)
 oxide 145 nm thick on silicon: 634 nm (+4.5 %)
 hot moduli: silicon -6 %, silica +10 %: 720 nm (+18.6 %)
 oxide shear modulus halved by viscous flow: 457 nm (-24.7 %)
 van der Waals, Hamaker constant 0.6 eV: 563 nm (-7.1 %)
 surface stiffness doubled: 1149 nm (+89.4 %)
Surface-stress load / film load (1 N/m): 0.0143
Geometric prestress term sigma0*kh/E'_sub: 6.1e-04
Ripple growth time / hole-opening time h^4/B: 5.7e+05
```
